# One spin-summed pair density, yet a spin-mixing exchange operator

A hybrid-functional calculation with spin-orbit coupling must settle two things before its exchange routine is written: how many Coulomb potentials to compute for each pair of spinors, and whether exchange may be applied separately to the up and down components. The answers differ. One potential per pair is enough, but it must multiply a complete spinor, and the resulting operator generally connects up with down. Discarding that connection changes the energy and can create a false anisotropy.

Let the occupied orbitals be orthonormal two-component spinors $\phi_i(\mathbf r)=(\phi_{i\uparrow},\phi_{i\downarrow})$, $i=1,\dots,N$. The interaction $v(\mathbf r,\mathbf r')$ is real, symmetric and independent of spin; it may be bare or screened. Define

$$\rho_{ij}(\mathbf r)=\sum_\sigma\phi_{i\sigma}^*(\mathbf r)\phi_{j\sigma}(\mathbf r),\qquad V_{ij}(\mathbf r)=\int d\mathbf r'\,v(\mathbf r,\mathbf r')\rho_{ij}(\mathbf r'),$$

$$\gamma_{\sigma\tau}(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\tau}^*(\mathbf r').$$

The result to be derived is

$$(K\phi_j)_\sigma(\mathbf r)=-\sum_i\phi_{i\sigma}(\mathbf r)V_{ij}(\mathbf r),\qquad K_{\sigma\tau}(\mathbf r,\mathbf r')=-v(\mathbf r,\mathbf r')\gamma_{\sigma\tau}(\mathbf r,\mathbf r').\tag{1}$$

A hybrid functional multiplies all four spin blocks by its exchange fraction.

## First derivation: the energy of a determinant

Write $x=(\mathbf r,\sigma)$, with $\int dx$ including the spin sum. The determinant is

$$\Psi=\frac1{\sqrt{N!}}\sum_P\mathrm{sgn}(P)\prod_{n=1}^N\phi_{P(n)}(x_n).$$

All electron pairs contribute equally, so the interaction energy is $N(N-1)/2$ times the expectation value of $v(\mathbf r_1,\mathbf r_2)$. Orthonormality for electrons $3,\dots,N$ forces the permutations in $\Psi^*$ and $\Psi$ to agree there. They can then differ only by exchanging the first two orbitals, which gives a minus sign. Each ordered pair $i\ne j$ occurs $(N-2)!$ times, and the prefactor is

$$\frac{N(N-1)}2\frac{(N-2)!}{N!}=\frac12.$$

The direct and exchanged terms cancel for $i=j$, so these terms may be added to both sums. The direct sum is then the Hartree energy, including self-interaction, and the remainder is

$$E_x=-\frac12\sum_{ij}\sum_{\sigma\tau}\int\!\!\int d\mathbf r\,d\mathbf r'\,\phi_{i\sigma}^*(\mathbf r)\phi_{j\sigma}(\mathbf r)\,v\,\phi_{j\tau}^*(\mathbf r')\phi_{i\tau}(\mathbf r').$$

Because $v$ does not act on spin, each spin index closes at one position:

$$E_x=-\frac12\sum_{ij}\int\!\!\int d\mathbf r\,d\mathbf r'\,\rho_{ij}(\mathbf r)\,v\,\rho_{ji}(\mathbf r').\tag{2}$$

The terms $\sigma\ne\tau$ belong to this energy. Summing over $i$ and $j$ first, and using $\gamma_{\tau\sigma}(\mathbf r',\mathbf r)=\gamma_{\sigma\tau}^*(\mathbf r,\mathbf r')$, gives

$$E_x=-\frac12\sum_{\sigma\tau}\int\!\!\int d\mathbf r\,d\mathbf r'\,v\,|\gamma_{\sigma\tau}(\mathbf r,\mathbf r')|^2.\tag{3}$$

Now vary $\phi_j^*$ in (2). It occurs in either pair density when that density's first index is $j$. The symmetry of $v$ makes the two contributions equal, which cancels the factor $1/2$:

$$\delta E_x=-\sum_i\sum_\sigma\int d\mathbf r\,\delta\phi_{j\sigma}^*(\mathbf r)\phi_{i\sigma}(\mathbf r)V_{ij}(\mathbf r).$$

The coefficient of $\delta\phi_{j\sigma}^*$ is the first formula in (1). The potential has no spin index; the spinor $\phi_i$ outside it supplies the outgoing spin. Inserting $V_{ij}$ shows where the mixing comes from:

$$(K\phi_j)_\sigma(\mathbf r)=-\sum_\tau\int d\mathbf r'\,v(\mathbf r,\mathbf r')\Big[\sum_i\phi_{i\sigma}(\mathbf r)\phi_{i\tau}^*(\mathbf r')\Big]\phi_{j\tau}(\mathbf r').$$

The bracket is $\gamma_{\sigma\tau}$. The spin sum in $\rho_{ij}$ joins the incoming $\phi_j$ to $\phi_i^*$; it does not join the incoming spin to the outgoing spin.

Since $v$ is real, $V_{ji}=V_{ij}^*$. The action on all occupied spinors therefore takes at most $N(N+1)/2$ potential solves; time-reversal symmetry can lower this number, because some pair densities then vanish or repeat. A trial spinor outside this set takes $N$.

## Second derivation: an average of the equation of motion

The operator can also be found without a determinant or an exchange energy. Let $\psi(x)$ be the fermion field and

$$\hat V=\frac12\int\!\!\int dy\,dy'\,v(y,y')\psi^\dagger(y)\psi^\dagger(y')\psi(y')\psi(y).$$

Moving $\psi(x)$ through the two creation operators gives

$$[\psi(x),\psi^\dagger(y)\psi^\dagger(y')]=\delta(x,y)\psi^\dagger(y')-\delta(x,y')\psi^\dagger(y).$$

Moving it through the two annihilation operators changes the sign twice. The two delta-function terms become equal after one reordering of annihilation operators, so

$$[\psi(x),\hat V]=\int dy\,v(x,y)\psi^\dagger(y)\psi(y)\psi(x).$$

This cubic operator describes a particle moving in the field of the others. Its average one-particle part is found from the anticommutator with $\psi^\dagger(x')$. Moving $\psi^\dagger(x')$ leftward yields

$$\{\psi^\dagger(y)\psi(y)\psi(x),\psi^\dagger(x')\}=\delta(x,x')\psi^\dagger(y)\psi(y)-\delta(y,x')\psi^\dagger(y)\psi(x),$$

because the terms with four field operators cancel. Taking the expectation value,

$$\big\langle\{[\psi(x),\hat V],\psi^\dagger(x')\}\big\rangle=\delta(x,x')\int dy\,v(x,y)\langle\psi^\dagger(y)\psi(y)\rangle-v(x,x')\langle\psi^\dagger(x')\psi(x)\rangle.$$

The first term is the Hartree potential. In the second, $\langle\psi^\dagger(x')\psi(x)\rangle=\gamma_{\sigma\tau}(\mathbf r,\mathbf r')$, with $\sigma$ belonging to $x$ and $\tau$ to $x'$. This is the kernel in (1). Expanding $\gamma$ in the occupied spinors and acting on $\phi_j$ forms $\sum_\tau\phi_{i\tau}^*\phi_{j\tau}=\rho_{ij}$ and recovers the pair-density formula.

## What each derivation assumes

The first route assumes a determinant. In return it gives the energy, its factor $1/2$, and the operator needed to make that energy stationary. For a determinant of orthonormal spinors, the first variation fixes only the matrix elements between occupied and unoccupied spinors, because a first-order change of the density matrix has no other blocks. The block between two occupied spinors follows from varying (2) freely, as was done above, with orthonormality left to Lagrange multipliers. The block between two unoccupied spinors is a linear extension of the result.

The second route fixes the whole kernel and uses only the one-particle density matrix. It also covers thermal or correlated states: diagonalize $\gamma$ and insert its occupations $f_i$ into the sum over $i$. Its assumption is that the average effect of the interaction is what one wants. For a correlated state it leaves out the fluctuating part, and (3) is then no longer the whole interaction energy beyond Hartree.

Both routes need a spin-independent interaction. If $v$ acted on spin, the indices would not close into $\rho_{ij}$.

## When the spin-mixing blocks vanish

If $v$ is nowhere zero, (1) gives a direct criterion: $K_{\uparrow\downarrow}=0$ if and only if $\gamma_{\uparrow\downarrow}(\mathbf r,\mathbf r')=0$ for all pairs of positions. This depends on the spin axis. To separate a poor choice of axis from genuine noncollinearity, write

$$\gamma=\gamma_0\,1+\sum_{a=x,y,z}\gamma_a\sigma_a,\qquad X_{ab}=\int\!\!\int d\mathbf r\,d\mathbf r'\,v\,\gamma_a(\mathbf r,\mathbf r')\gamma_b(\mathbf r',\mathbf r).$$

Hermiticity of each $\gamma_a$ and symmetry of $v$ make $X$ real and symmetric. Since $\gamma_{\uparrow\downarrow}=\gamma_x-i\gamma_y$ and $\gamma_{\downarrow\uparrow}=\gamma_x+i\gamma_y$,

$$|\gamma_{\uparrow\downarrow}|^2+|\gamma_{\downarrow\uparrow}|^2=2\big(|\gamma_x|^2+|\gamma_y|^2\big).$$

Equation (3) therefore assigns $-(X_{xx}+X_{yy})$ to the off-diagonal blocks for the $z$ axis. For a unit vector $\mathbf n$ this becomes

$$E_{\rm off}(\mathbf n)=-\big(\mathrm{Tr}\,X-\mathbf n\cdot X\mathbf n\big).\tag{4}$$

For $v>0$, $X$ has no negative eigenvalue. The smallest possible magnitude of $E_{\rm off}$ is the sum of its two lower eigenvalues, and one global axis removes the mixing only if both are zero. The full energy does not depend on the axis, whereas an energy without the off-diagonal blocks generally does.

A periodic model with six sites shows that the off-diagonal part can be large. It has three random orthonormal spinors and $v=1/\sqrt{d^2+1}$ hartree, where $d$ is the shortest site separation. The explicit three-electron determinant and the pair-density formula both give $E_x=-1.0254808$ hartree, the latter with six potential solves. The off-diagonal blocks carry $-0.287$ hartree for the $z$ axis and $-0.260$ hartree for the best axis. Even the best axis leaves $0.260/1.025=25\%$ of the exchange energy in them. This share belongs to one random, strongly noncollinear state and is not an estimate for a material; in the weakly spin-split electron gas below it is far smaller.

Zero magnetization does not remove the mixing either. Let the occupied space be invariant under time reversal, $\Theta\phi=(-\phi_\downarrow^*,\phi_\uparrow^*)$. Building $\gamma$ from the reversed spinors gives

$$\gamma_{\uparrow\downarrow}(\mathbf r,\mathbf r')=-\sum_i\phi_{i\downarrow}^*(\mathbf r)\phi_{i\uparrow}(\mathbf r')=-\gamma_{\uparrow\downarrow}(\mathbf r',\mathbf r).$$

It vanishes at $\mathbf r=\mathbf r'$ but need not vanish elsewhere. Similarly $\gamma_{\uparrow\uparrow}(\mathbf r,\mathbf r)=\gamma_{\downarrow\downarrow}(\mathbf r,\mathbf r)$, so the whole local spin density is zero. For one such pair on the six sites, the off-diagonal share is 25% for the best axis; other random pairs give other values.

A local spin-density functional has no exchange field in this state, because its energy density is even and differentiable in the local magnetization. A contact interaction $v=g\,\delta(\mathbf r-\mathbf r')$ gives the same answer: it samples $\gamma_{\uparrow\downarrow}$ only at equal positions. The spin mixing in a nonmagnetic state thus comes from the nonlocality of exchange.

## A Rashba electron gas

Consider a two-dimensional gas with

$$H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x)=\frac{\hbar^2k^2}{2m}+\alpha k\,\hat{\mathbf e}\cdot\boldsymbol\sigma,\qquad\hat{\mathbf e}=(\sin\theta,-\cos\theta,0),$$

where $\theta$ is the direction of $\mathbf k$ and $\alpha>0$. The helicities $s=\pm1$ have spin energies $s\alpha k$ and are filled to $k_\pm$. Equal Fermi energies require

$$\frac{\hbar^2}{2m}(k_-^2-k_+^2)=\alpha(k_-+k_+)\quad\Rightarrow\quad k_--k_+=\frac{2m\alpha}{\hbar^2}\equiv2k_R.$$

With $k_\pm=k_0\mp k_R$, the density is $n=(k_+^2+k_-^2)/4\pi=(k_0^2+k_R^2)/2\pi$.

Each normalized spinor has projector $u_su_s^\dagger=(1+s\hat{\mathbf e}\cdot\boldsymbol\sigma)/2$. Below $k_+$ both helicities are occupied and their spin parts cancel. In the ring $k_+<q<k_-$ only $s=-1$ remains, with spin part $-\hat{\mathbf e}(\mathbf q)\cdot\boldsymbol\sigma/2$. The minus sign in (1) turns this into a positive contribution:

$$\Sigma_{\rm spin}(\mathbf k)=\frac12\int_{\rm ring}\frac{d^2q}{(2\pi)^2}V(|\mathbf k-\mathbf q|)\,\hat{\mathbf e}(\mathbf q)\cdot\boldsymbol\sigma.$$

Let $\varphi$ be the angle between $\mathbf q$ and $\mathbf k$. The component of $\hat{\mathbf e}(\mathbf q)$ along $\hat{\mathbf e}(\mathbf k)$ is $\cos\varphi$; the perpendicular one is odd in $\varphi$ and integrates to zero. Hence

$$\Sigma_{\rm spin}=B(k)\,\hat{\mathbf e}\cdot\boldsymbol\sigma,\qquad B(k)=\frac12\int_{\rm ring}\frac{d^2q}{(2\pi)^2}V\cos\varphi,\qquad\Sigma_{\uparrow\downarrow}=iBe^{-i\theta}.\tag{5}$$

The splitting at fixed $k$ rises from $2\alpha k$ to $2(\alpha k+B)$ when $B>0$.

For $V(p)=C/p$, $C=e^2/(2\varepsilon_0\varepsilon)$, set $\varphi=\pi-2t$ and $\mu=4kq/(k+q)^2$. The angular integral is

$$\int_0^{2\pi}\frac{\cos\varphi\,d\varphi}{|\mathbf k-\mathbf q|}=\frac4{k+q}\int_0^{\pi/2}\frac{2\sin^2t-1}{\sqrt{1-\mu\sin^2t}}dt=\frac4{k+q}\left[\frac{2(\mathcal K-\mathcal E)}\mu-\mathcal K\right],$$

where $\mathcal K$ and $\mathcal E$ are the complete elliptic integrals of parameter $\mu$. For $k=k_0$ and $q=k_0+\delta$ with small $\delta$, $\mathcal K\simeq\ln(8k_0/|\delta|)$ and $\mathcal E\simeq1$. The integral is then $(2/k_0)[\ln(8k_0/|\delta|)-2]$, and

$$B(k_0)\simeq\frac C{4\pi^2}\int_{-k_R}^{k_R}d\delta\left[\ln\frac{8k_0}{|\delta|}-2\right]=\frac{Ck_R}{2\pi^2}\left[\ln\frac{8k_0}{k_R}-1\right].\tag{6}$$

As $\alpha\to0$, $B$ vanishes but $B/\alpha k_0$ grows logarithmically. This is a feature of the unscreened interaction. If $V(0)$ is finite, the thin ring gives instead

$$B\simeq\frac{k_Rk_0}{4\pi^2}\int_0^{2\pi}d\varphi\,V\big(2k_0|\sin(\varphi/2)|\big)\cos\varphi,\tag{7}$$

and the ratio tends to a constant. If $V$ is constant, $B=0$, which is the contact limit again.

## Numbers for an InAs quantum well

Take rough values for an InAs well at low temperature: $n=10^{12}$ cm$^{-2}$, $m=0.035\,m_e$ at the Fermi level, $\varepsilon=15$, $\alpha=10$ meV nm and width 15 nm. The main estimate uses a strictly two-dimensional gas, the occupations without exchange, and no screening by the carriers.

With $\hbar^2/m=2177$ meV nm$^2$, $k_R=10/2177=0.00459$ nm$^{-1}$. The density gives $k_0=0.2506$ nm$^{-1}$, and $C=603.2$ meV nm. Equation (6) becomes

$$B\simeq\frac{603.2\times0.004593}{2\pi^2}\left[\ln\frac{8\times0.2506}{0.004593}-1\right]\simeq0.140\times5.08\simeq0.71\ {\rm meV}.$$

The elliptic-integral formula also gives 0.713 meV, and a direct sum over numerically diagonalized spinors gives 0.712 meV. The splitting rises from 5.01 to 6.44 meV, or by 28%.

Exchange restricted to blocks diagonal along $z$ misses this increase, since $\Sigma_{\rm spin}$ lies in the plane. Blocks diagonal along $x$ retain only its $\sigma_x$ part, so the splitting is

$$2\sqrt{(\alpha k_0+B)^2\sin^2\theta+(\alpha k_0)^2\cos^2\theta}.$$

It is 5.01 meV for $\mathbf k$ along $x$ and 6.44 meV along $y$, although the model is isotropic. The truncation has created the difference.

One might expect the larger splitting to widen the ring once the occupations are made self-consistent. At fixed density, the unscreened calculation leaves $k_R$ at 0.004593 nm$^{-1}$ to the printed digits. A cancellation with the spin-independent part $\Sigma_0$ explains this for a regular $V$ and a thin ring. There $\Sigma_0$ is minus the integral of $V/(2\pi)^2$ over a disc of radius $k_0$. Differentiating with respect to $k$ moves the derivative to the disc's edge:

$$\frac{d\Sigma_0}{dk}=\frac{k_0}{4\pi^2}\int_0^{2\pi}d\varphi\,V\cos\varphi,\qquad\Sigma_0(k_-)-\Sigma_0(k_+)\simeq2k_R\frac{d\Sigma_0}{dk}=2B,$$

by (7). Equal Fermi energies need $\Sigma_0(k_+)+B=\Sigma_0(k_-)-B$ from the exchange terms, which is this equality. The splitting at fixed $k$ changes, but the two Fermi wavevectors do not at this order. The derivation does not cover the singular unscreened $V$; for that case the evidence is the numerical result.

Of the assumptions tested here, the absence of carrier screening moves the number most. Static screening, $V=C/(p+q_s)$ with $q_s=0.088$ nm$^{-1}$, lowers $B$ to 0.12 meV: it flattens $V$ at small momentum, and a flat $V$ gives no $B$. Finite width alone gives 0.68 meV; width and screening together give 0.13 meV and a splitting of 5.27 meV. The 28% enhancement is thus a property of unscreened exchange, not a prediction for a device. Nor is it what a hybrid functional would give, since $B$ depends on the kernel: in this envelope model a quarter of the vacuum Coulomb interaction gives $0.25\times15\times0.71\simeq2.7$ meV, while a short-range kernel with a range near 0.5 nm is almost flat for $p\lesssim2k_0$ and gives only about $10^{-4}$ meV. Even the screened value omits dynamical correlation.

Other changes, each made separately to the unscreened calculation, matter less at low temperature. At 4 K, $B$ is 0.71 meV; at 300 K and fixed density it is 0.26 meV, as thermal occupation spreads the helicity imbalance away from the narrow ring. A rough band-edge mass of $0.023\,m_e$, with $\alpha$ and $n$ fixed, gives 0.51 meV. With a constant mass of $0.035\,m_e$, the second subband lies 143 meV above the first in a hard-wall well, beyond the Fermi energy of 68 meV; nonparabolicity and finite barriers narrow this margin, to a spacing of roughly 100–120 meV against a Fermi energy of 70–80 meV, so the second subband is still empty at this density and low temperature. For growth along a cube axis, with $x$ and $y$ along the other two, the Dresselhaus term is $\gamma_D[k_x(k_y^2-\kappa)\sigma_x+k_y(\kappa-k_x^2)\sigma_y]$, where $\kappa=(\pi/15\ {\rm nm})^2$ and roughly $\gamma_D=27$ meV nm$^3$. Its first angular harmonic has the coefficient $\gamma_D(\kappa-k_0^2/4)$, which is 7.6% of $\alpha$. Its third harmonic has the coefficient $\gamma_Dk_0^2/4$ and opposes the first along the diagonals $\theta=\pm45^\circ$, where the whole term is parallel or antiparallel to the Rashba field. There it changes the splitting by $2k_0\gamma_D(\kappa-k_0^2/2)\simeq0.17$ meV, up on one diagonal and down on the other. This value holds only for hard walls. It is a difference of two close numbers, $\kappa=0.044$ and $k_0^2/2=0.031$ nm$^{-2}$; finite barriers lower $\kappa$ to roughly 0.026–0.039 nm$^{-2}$, which brings the change to 0.1 meV or less and can reverse its sign. Whatever its size, it differs in kind from the screened exchange contribution of $2\times0.13=0.26$ meV: in the pure Rashba model, complete exchange raises the splitting equally in all directions. A measured anisotropy is therefore not by itself a sign of exchange. The numerical output lists the remaining intermediate values.

## Calculated quantities

```
SIX-SITE MODEL
Occupied spinors: 3 (count)
Potential solves for occupied set: 6 (count)
Exchange energy, determinant: -1.0254808 hartree
Exchange energy, pair densities: -1.0254808 hartree
Off-diagonal block energy, z axis: -0.286653 hartree
Off-diagonal block energy, best axis: -0.259929 hartree
Kramers pair: off-diagonal share, best axis: 25.07 %
RASHBA GAS: ROUGH InAs-WELL INPUTS
Sheet density: 1e+12 cm^-2
Mass at Fermi level: 0.035 m_e
Background dielectric constant: 15 (dimensionless)
Rashba parameter: 10 meV nm
Well width: 15 nm
EXCHANGE WITHOUT CARRIER SCREENING
hbar^2/m: 2177.1 meV nm^2
Interaction constant e^2/(2 eps0 eps): 603.17 meV nm
Ring half-width k_R: 0.004593 nm^-1
Ring centre k_0: 0.2506 nm^-1
Upper-band Fermi wavevector k_plus: 0.246 nm^-1
Lower-band Fermi wavevector k_minus: 0.2552 nm^-1
Fermi energy: 68.35 meV
Scalar exchange at k_0: -15.32 meV
Off-diagonal exchange B at k_0: 0.7128 meV
B from thin-ring logarithm: 0.7128 meV
|off-diagonal| from summed spinors: 0.7118 meV
Splitting without exchange: 5.012 meV
Splitting with full exchange: 6.438 meV
Exchange enhancement: 28.44 %
Only x-axis blocks kept, k along x: splitting: 5.012 meV
Only x-axis blocks kept, k along y: splitting: 6.438 meV
SIZES OF NEGLECTED EFFECTS
Screening wavevector: 0.08819 nm^-1
B with carrier screening: 0.1207 meV
B with finite width: 0.6779 meV
B with screening and width: 0.1305 meV
Splitting with screening and width: 5.273 meV
Self-consistent ring half-width, unscreened: 0.004593 nm^-1
Self-consistent B, unscreened: 0.7129 meV
B at 4 K, unscreened: 0.7082 meV
B at 300 K, unscreened: 0.2605 meV
Rough band-edge mass: 0.023 m_e
B with band-edge mass, unscreened: 0.5072 meV
Rough Dresselhaus coefficient: 27 meV nm^3
Dresselhaus/Rashba linear ratio: 7.604 %
Second-subband spacing: 143.2 meV
```
